# Silicon isotopes and the infrared satellites of bond-centred oxygen: a numerical check

```python
"""
Result under test: an oxygen atom at the centre of a Si-Si bond in natural
silicon has two 28Si neighbours with probability p28**2 (about 0.85), and the
infrared satellites of its antisymmetric stretch have the relative areas
    first  satellite: 2*p29/p28
    second satellite: (2*p28*p30 + p29**2)/p28**2   (28-30 plus 29-29 pairs)
Symbols: p = isotope fractions, masses in u, line positions in cm^-1,
spring constants in u*cm^-2 (so that spring/mass is a squared wavenumber).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

p = np.array([0.92223, 0.04685, 0.03092])
m_si = np.array([27.97693, 28.97649, 29.97377])
m_o16, m_o18 = 15.99491, 17.99916
names = ["28", "29", "30"]
pairs = [(0, 0), (0, 1), (0, 2), (1, 1), (1, 2), (2, 2)]

# Rough typical values for oxygen in silicon
nu_main = 1140.0       # main line, cm^-1
width_cold = 0.6       # full width at half maximum, 5 K, cm^-1
width_warm = 30.0      # full width at half maximum, 300 K, cm^-1
nu_lattice = 520.0     # highest lattice wavenumber, cm^-1
nu_low = 30.0          # first low-energy excitation (twofold), cm^-1
T_cold, T_freeze = 5.0, 600.0
to_newton_per_m = const.atomic_mass * (2 * np.pi * const.c * 100) ** 2
kelvin_per_cm = const.h * const.c * 100 / const.k

# ---------- pair statistics: formula against a random diamond lattice -------
prob = {(a, b): (1 if a == b else 2) * p[a] * p[b] for a, b in pairs}
assert abs(sum(prob.values()) - 1) < 1e-12
rng = np.random.default_rng(12345)
size = 120
sites = np.digitize(rng.random((2, size, size, size)), np.cumsum(p)[:2])
counts = np.zeros(9)
for axis in (None, 0, 1, 2):       # the four bonds of each sublattice-A atom
    other = sites[1] if axis is None else np.roll(sites[1], 1, axis=axis)
    counts += np.bincount((3 * sites[0] + other).ravel(), minlength=9)
n_bonds = counts.sum()
counts = counts.reshape(3, 3) / n_bonds
sampled = {(a, b): counts[a, b] if a == b else counts[a, b] + counts[b, a]
           for a, b in pairs}
for pair in pairs:                 # tolerance: over five standard errors
    assert abs(sampled[pair] - prob[pair]) < 1.5e-3

ratio1 = 2 * p[1] / p[0]
ratio2 = (2 * p[0] * p[2] + p[1] ** 2) / p[0] ** 2
sampled1 = sampled[0, 1] / sampled[0, 0]
sampled2 = (sampled[0, 2] + sampled[1, 1]) / sampled[0, 0]
assert abs(sampled1 - ratio1) < 1.5e-3
assert abs(sampled2 - ratio2) < 1.2e-3


# ---------- vibrations of a linear chain -----------------------------------
def chain_modes(masses, springs):
    """Squared wavenumbers and Cartesian mode vectors of a free chain."""
    masses = np.asarray(masses, float)
    hessian = np.zeros((len(masses), len(masses)))
    for i, spring in enumerate(springs):
        hessian[i:i + 2, i:i + 2] += spring * np.array([[1, -1], [-1, 1]])
    root = np.sqrt(masses)
    squares, vectors = np.linalg.eigh(hessian / np.outer(root, root))
    return squares, vectors / root[:, None]


def stretch(masses, springs, charges):
    """Wavenumber and dipole strength of the highest mode."""
    squares, vectors = chain_modes(masses, springs)
    return np.sqrt(squares[-1]), (np.asarray(charges) @ vectors[:, -1]) ** 2


k_free = nu_main ** 2 / (1 / m_si[0] + 2 / m_o16)
line, strength = {}, {}
for a, b in pairs:
    line[a, b], strength[a, b] = stretch(
        [m_si[a], m_o16, m_si[b]], [k_free, k_free], [1, -2, 1])
    g = 1 / m_o16
    s = (1 / m_si[a] + 1 / m_si[b]) / 2
    d = (1 / m_si[a] - 1 / m_si[b]) / 2
    reduced = g + s + np.hypot(g, d)
    assert abs(line[a, b] - np.sqrt(k_free * reduced)) < 1e-7
    assert abs(strength[a, b] - reduced * (1 + g / np.hypot(g, d))) < 1e-9
shift = {pair: line[pair] - line[0, 0] for pair in pairs}
split_58 = line[0, 2] - line[1, 1]
assert abs(line[0, 0] - nu_main) < 1e-7
assert 0 < split_58 < width_cold               # not resolved
assert -shift[0, 1] > width_cold               # resolved
assert shift[0, 1] - shift[0, 2] > width_cold  # resolved
shift_o18 = stretch([m_si[0], m_o18, m_si[0]], [k_free] * 2,
                    [1, -2, 1])[0] - nu_main

# ---------- synthetic spectrum from all six pairs --------------------------
grid = np.arange(nu_main - 40, nu_main + 30, 0.01)


def lorentz(centre, width):
    return width / (2 * np.pi) / ((grid - centre) ** 2 + width ** 2 / 4)


def maxima(width):
    """Relative heights of maxima above 1 percent, from high wavenumber."""
    total = sum(prob[q] * lorentz(line[q], width) for q in pairs)
    inner = total[1:-1]
    is_top = (inner > total[:-2]) & (inner > total[2:])
    tops = inner[is_top][::-1] / total.max()
    return total, tops[tops > 0.01]


spectrum, heights = maxima(width_cold)
heights_warm = maxima(width_warm)[1]
assert len(heights) == 3 and len(heights_warm) == 1
fit_lines = [(0, 0), (0, 1), (0, 2), (1, 2), (2, 2)]   # one per total mass
design = np.array([lorentz(line[q], width_cold) for q in fit_lines]).T
areas = np.linalg.lstsq(design, spectrum, rcond=None)[0]
fit1, fit2 = areas[1] / areas[0], areas[2] / areas[0]
# tolerance: 29-29 line lies slightly off the fitted 28-30 position
assert abs(fit1 - ratio1) < 5e-4 and abs(fit2 - ratio2) < 5e-4
assert heights[1] > 1.1 * ratio1               # tail raises the height

# ---------- areas with unequal dipole strengths ----------------------------
weighted = {q: prob[q] * strength[q] for q in pairs}
dipole1 = weighted[0, 1] / weighted[0, 0]
dipole2 = (weighted[0, 2] + weighted[1, 1]) / weighted[0, 0]
assert abs(dipole1 / ratio1 - 1) < 0.01 and abs(dipole2 / ratio2 - 1) < 0.01

# ---------- chain of silicon atoms attached on both sides ------------------
side = 6
k_si = m_si[0] * (nu_lattice / 2) ** 2         # chain maximum = nu_lattice
charges = np.zeros(2 * side + 1)
charges[side - 1:side + 2] = [1, -2, 1]


def embedded_masses(changes):
    masses = np.full(2 * side + 1, m_si[0])
    masses[side] = m_o16
    for index, isotope in changes.items():
        masses[index] = m_si[isotope]
    return masses


def embedded_springs(k_bond):
    return [k_si] * (side - 1) + [k_bond] * 2 + [k_si] * (side - 1)


k_emb = brentq(lambda k: stretch(embedded_masses({}), embedded_springs(k),
                                 charges)[0] - nu_main,
               0.5 * k_free, 1.5 * k_free)
springs = embedded_springs(k_emb)
nu_ref, s_ref = stretch(embedded_masses({}), springs, charges)
nu_29, s_29 = stretch(embedded_masses({side - 1: 1}), springs, charges)
nu_30, s_30 = stretch(embedded_masses({side - 1: 2}), springs, charges)
nu_second = stretch(embedded_masses({side - 2: 2}), springs, charges)[0]
assert nu_ref - nu_29 > width_cold and nu_29 - nu_30 > width_cold
assert abs(nu_second - nu_ref) < 0.1


# ---------- isotope preference from harmonic partition functions -----------
def log_partition(masses, temperature):
    squares = chain_modes(masses, springs)[0][1:]     # drop translation
    u = kelvin_per_cm * np.sqrt(squares) / temperature
    return -np.sum(np.log(2 * np.sinh(u / 2)))


def preference(temperature):
    """Log of the preference of 29Si for the site beside oxygen."""
    return (log_partition(embedded_masses({side - 1: 1}), temperature)
            - log_partition(embedded_masses({side - 3: 1}), temperature))


def preference_high_t(temperature):
    return ((kelvin_per_cm / temperature) ** 2 / 24
            * (1 / m_si[0] - 1 / m_si[1]) * (k_emb - k_si))


# tolerance: next term of the high-temperature series
assert abs(preference(3000.0) / preference_high_t(3000.0) - 1) < 0.02
assert 0 < preference(T_freeze) < 0.01

boltz = 2 * np.exp(-kelvin_per_cm * nu_low / T_cold)
excited = boltz / (1 + boltz)
assert excited < 1e-3

# ---------- output ----------------------------------------------------------
for name, frac, mass in zip(names, p, m_si):
    print(f"Si-{name}: fraction {100*frac:.3f} %, mass {mass:.5f} u")
print(f"O-16 mass {m_o16:.5f} u; O-18 mass {m_o18:.5f} u")
print(f"Rough main line {nu_main:.0f} cm^-1")
print(f"Rough width {width_cold} cm^-1 (5 K), {width_warm:.0f} cm^-1 (300 K)")
print("Pair: probability, lattice count, line shift")
for a, b in pairs:
    print(f" {names[a]}-{names[b]}: {100*prob[a, b]:.3f} %, "
          f"{100*sampled[a, b]:.3f} %, {shift[a, b]:.2f} cm^-1")
print(f"Bonds counted in random lattice: {n_bonds:.0f}")
print(f"First satellite / main, area: {100*ratio1:.2f} %")
print(f"Second satellite / main, area: {100*ratio2:.2f} %")
print(f" part from 28-30 pairs: {100*prob[0, 2]/prob[0, 0]:.2f} %")
print(f" part from 29-29 pairs: {100*prob[1, 1]/prob[0, 0]:.2f} %")
print(f"Mass-59 line / main, area: {100*prob[1, 2]/prob[0, 0]:.2f} %")
print(f"Mass-60 line / main, area: {100*prob[2, 2]/prob[0, 0]:.2f} %")
print(f"First / second satellite, area: {ratio1/ratio2:.2f}")
print(f"Lattice count ratios: {100*sampled1:.2f} %, {100*sampled2:.2f} %")
print(f"Distance of 28-30 and 29-29 lines: {split_58:.2f} cm^-1")
print(f"Fitted areas / main: {100*fit1:.2f} %, {100*fit2:.2f} %")
print(f"Peak heights / main: {100*heights[1]:.2f} %, {100*heights[2]:.2f} %")
print(f"Maxima above 1 %: {len(heights)} (5 K), {len(heights_warm)} (300 K)")
print(f"Si-O spring, free unit: {k_free*to_newton_per_m:.0f} N/m")
print(f"Areas with dipole change: {100*dipole1:.2f} %, {100*dipole2:.2f} %")
print(f"Rough highest lattice wavenumber: {nu_lattice:.0f} cm^-1")
print(f"Si-O spring, in chain: {k_emb*to_newton_per_m:.0f} N/m")
print(f"Si-Si spring, in chain: {k_si*to_newton_per_m:.0f} N/m")
print(f"Chain shift 28-29: {nu_29-nu_ref:.2f} cm^-1")
print(f"Chain shift 28-30: {nu_30-nu_ref:.2f} cm^-1")
print(f"Chain dipole strength change 28-29: {100*(s_29/s_ref-1):.2f} %")
print(f"Chain dipole strength change 28-30: {100*(s_30/s_ref-1):.2f} %")
print(f"Shift by one Si-30 second neighbour: {nu_second-nu_ref:.3f} cm^-1")
print(f"Si-29 preference at {T_freeze:.0f} K: "
      f"{100*np.expm1(preference(T_freeze)):.2f} %")
print(f"Rough low-energy excitation: {nu_low:.0f} cm^-1")
print(f"Its population at {T_cold:.0f} K: {100*excited:.3f} %")
print(f"O-18 line shift: {shift_o18:.1f} cm^-1")
print("PASS")
```

It prints:

```
Si-28: fraction 92.223 %, mass 27.97693 u
Si-29: fraction 4.685 %, mass 28.97649 u
Si-30: fraction 3.092 %, mass 29.97377 u
O-16 mass 15.99491 u; O-18 mass 17.99916 u
Rough main line 1140 cm^-1
Rough width 0.6 cm^-1 (5 K), 30 cm^-1 (300 K)
Pair: probability, lattice count, line shift
 28-28: 85.051 %, 84.987 %, 0.00 cm^-1
 28-29: 8.641 %, 8.693 %, -2.18 cm^-1
 28-30: 5.703 %, 5.717 %, -4.19 cm^-1
 29-29: 0.219 %, 0.217 %, -4.38 cm^-1
 29-30: 0.290 %, 0.291 %, -6.42 cm^-1
 30-30: 0.096 %, 0.096 %, -8.47 cm^-1
Bonds counted in random lattice: 6912000
First satellite / main, area: 10.16 %
Second satellite / main, area: 6.96 %
 part from 28-30 pairs: 6.71 %
 part from 29-29 pairs: 0.26 %
Mass-59 line / main, area: 0.34 %
Mass-60 line / main, area: 0.11 %
First / second satellite, area: 1.46
Lattice count ratios: 10.23 %, 6.98 %
Distance of 28-30 and 29-29 lines: 0.19 cm^-1
Fitted areas / main: 10.16 %, 6.94 %
Peak heights / main: 12.15 %, 7.61 %
Maxima above 1 %: 3 (5 K), 1 (300 K)
Si-O spring, free unit: 476 N/m
Areas with dipole change: 10.12 %, 6.91 %
Rough highest lattice wavenumber: 520 cm^-1
Si-O spring, in chain: 470 N/m
Si-Si spring, in chain: 111 N/m
Chain shift 28-29: -2.37 cm^-1
Chain shift 28-30: -4.55 cm^-1
Chain dipole strength change 28-29: -0.38 %
Chain dipole strength change 28-30: -0.74 %
Shift by one Si-30 second neighbour: -0.015 cm^-1
Si-29 preference at 600 K: 0.16 %
Rough low-energy excitation: 30 cm^-1
Its population at 5 K: 0.036 %
O-18 line shift: -50.5 cm^-1
PASS
```
